Fluorescence of an atomic monolayer above an X-ray mirror at grazing incidence

A plane monochromatic X-ray wave of wavenumber k falls at glancing angle θ, measured from the surface, on a thick, flat mirror that fills z < 0. The mirror has the real dielectric function

ε = 1 − s_c², with 0 < s_c < 1,

so it does not absorb. Identical atoms form a layer in vacuum at height h, so dilute that it does not disturb the field. Let I be the rate of core excitation per atom, divided by the rate for the same atom in the same incident beam with the mirror removed. The incident electric field has amplitude 1 and time factor e^(−iωt). Until part (e) it is perpendicular to the plane of incidence (s polarization).

**(a) How is the fluorescence signal related to the electric field at the atoms?**

Above the mirror an incident and a reflected wave overlap, with wavevectors K₁ = (k_x, −k_z) and K₂ = (k_x, +k_z), where k_x = k cos θ and k_z = k sin θ. Let E₁ and E₂ be their fields at the nucleus and u the electron's position relative to it. In first-order perturbation theory the amplitude for a transition from core state i to final state f is proportional to

E₁⟨f|e^(iK₁·u) p_y|i⟩ + E₂⟨f|e^(iK₂·u) p_y|i⟩.

The two operators differ by the factor e^(iqu_z), with q = 2k_z. If the core orbital is small compared with 1/q, this factor is 1 and the amplitude is proportional to E₁ + E₂. Hence

I = |E(h)|².

To size the error, take a 1s orbital φ ∝ e^(−d/a), with d = |u|, and replace the sum over energetically allowed final states by a sum over all states. This is an estimate, since energy conservation is dropped. The interference term is then multiplied by the mean of e^(iqu_z) in the state p_yφ ∝ (u_y/d)e^(−d/a). The linear term vanishes by symmetry, which leaves 1 − q²⟨u_z²⟩/2. The radial average is ⟨d²⟩ = 3a². The angular average of u_z²/d² with weight u_y²/d² is (1/15)/(1/3) = 1/5. So

⟨u_z²⟩ = 3a²/5, relative loss of interference = 3(qa)²/10.

Each excited atom emits independently. With n atoms per area, observed and fully lit area A, photoabsorption cross section σ_a of the core level, incident flux density F, fluorescence yield w and detected fraction η, the count rate is

S = n A σ_a F w η I.

At fixed A and F, the angular dependence of S is that of I, provided η does not change with θ. If instead the detector sees the whole footprint of a beam of height H on a longer sample, the lit area grows as H/sin θ, and S is proportional to I/sin θ.

**(b) Find the reflection amplitude and I at any height and angle.**

For X-rays well above the binding energies of most electrons, the electrons respond as if free. From m d²u/dt² = −eE the displacement is eE/(mω²), opposite in effect to a static polarization, and

ε = 1 − ρe²/(ε₀mω²),

where ρ is the electron density. With r_e = e²/(4πε₀mc²) and ω = ck, define

k_c² = k²(1 − ε) = k²s_c² = 4πr_eρ.

At fixed ρ, k_c does not depend on photon energy.

The field is E(z)e^(ik_x x), where k_x is common to both media because the surface is uniform. The wave equation gives

E'' + k_z²E = 0 for z > 0,
E'' + (k_z² − k_c²)E = 0 for z < 0,

since k²ε − k_x² = k² − k_c² − k_x² = k_z² − k_c². The second coefficient changes sign at sin θ = s_c. This defines the critical angle θ_c, below which no wave propagates downward in the mirror. Let

x = sin θ/sin θ_c = k_z/k_c, k_z' = k_c√(x² − 1),

with k_z' = ik_c√(1 − x²) for x < 1. From here on x denotes this ratio. The solutions are

E = e^(−ik_z z) + r e^(ik_z z) above, E = t e^(−ik_z' z) below.

For x < 1 the lower field is t e^(k_c√(1−x²) z), which decays with depth, as it must. The tangential electric and magnetic fields are continuous, hence so are E and E':

1 + r = t, k_z(1 − r) = k_z't.

Eliminating t gives k_z − k_z' = r(k_z + k_z'), so

r = (k_z − k_z')/(k_z + k_z').

For x ≤ 1 write x = cos α, with α = arccos x between 0 and π/2. Then

r = (cos α − i sin α)/(cos α + i sin α) = e^(−2iα).

All the power is reflected, with a phase that depends on angle. At the atoms

I = |1 + r e^(2ik_z h)|² = |1 + e^(2iψ)|² = 4 cos²ψ,
ψ = k_c h x − arccos x (x ≤ 1).

For x ≥ 1, r is real and

r = (x − √(x²−1))/(x + √(x²−1)),
I = 1 + r² + 2r cos(2k_c h x) (x ≥ 1).

**(c) Take h = 0. At which angle is the excitation greatest, and how large is it there?**

Below the critical angle, cos²(−arccos x) = x², so

I = 4x² (x ≤ 1).

Above it, 1 + r = 2x/(x + √(x²−1)), and division by x gives

I = 4/[1 + √(1 − 1/x²)]² (x ≥ 1).

The first expression rises with x. The second falls, because its square root grows. They meet at x = 1, so the greatest value lies at the critical angle:

I = 4 (h = 0, θ = θ_c).

Here k_z' = 0 and r = 1. The reflected wave has the amplitude and phase of the incident one, the field doubles, and the rate quadruples. At smaller angles the reflection is still total, but the phase −2α moves the antinode away from the surface. As θ → 0, r → −1 and the surface becomes a node. Far above θ_c, r ≈ 1/(4x²) and I ≈ 1 + 1/(2x²), so the mirror ceases to matter.

Energy conservation is not violated. Absorption by an atom follows the local |E|², not the net vertical energy flow, which is zero in total reflection. Averaged over a fringe, 4 cos²ψ equals 2, the sum of two equal beams; interference redistributes this between 0 and 4.

The peak is a lopsided cusp. For a small distance v from x = 1,

I ≈ 4 − 8v below, I ≈ 4 − 8√(2v) above,

the latter from √(1 − 1/x²) ≈ √(2v). The square root makes the value at the peak fragile, as parts (f) and (g) show.

If the whole footprint is detected, S is proportional to I/x. This is 4x below θ_c and a product of two falling factors above it, so the peak stays at θ_c.

**(d) What happens at finite height? Evaluate a 20 nm vacuum gap above a mirror with ρ = 1300 nm⁻³ at 10 keV.**

At the critical angle α = 0 and

I = 4 cos²(k_c h),

which can take any value from 0 to 4. The factor four at θ_c therefore belongs to zero height, or to heights that are multiples of π/k_c. For x < 1 the phase increases steadily, since

dψ/dx = k_c h + 1/√(1 − x²) > 0,

and runs from −π/2 at x = 0 to k_c h at x = 1. The value I = 4 is reached whenever ψ = mπ, with m = 0, 1, ..., up to the integer part of k_c h/π. Counting these maxima, and locating them, measures the height.

For the example r_e = 2.8179 × 10⁻⁶ nm, so

k_c = √(4π × 2.8179 × 10⁻⁶ × 1300) nm⁻¹ = 0.2146 nm⁻¹.

With k = 50.68 nm⁻¹, sin θ_c = 0.2146/50.68, which gives θ_c = 4.234 mrad (0.2426°). The vertical fringe period at θ_c is π/k_c = 14.64 nm.

The gap has k_c h = 4.291 and k_c h/π = 1.37, hence two full maxima. Solving 4.291x − arccos x = mπ gives

m = 0: x = 0.2960, θ = 1.253 mrad,
m = 1: x = 0.8579, θ = 3.632 mrad.

At θ_c itself I = 4 cos²(4.291) = 0.669, less than without a mirror, while an atom on the surface has I = 4 at the same angle.

**(e) Does the result of (c) hold when the electric field lies in the plane of incidence?**

For this p polarization the magnetic field has one horizontal component, H(z) times the same horizontal phase factor as in (b). Scale it so that the incident wave has H = 1 and electric amplitude 1. Maxwell's equations in vacuum then give

|E_x| = |H'|/k, |E_z| = k_x|H|/k.

Continuity of the tangential fields now means continuity of H and H'/ε. At the critical angle k_z' = 0, so H' = 0 just below the surface and therefore just above it. This requires −ik_z(1 − r) = 0, so r = 1 and H = 2. The horizontal electric field vanishes, the vertical one is 2 cos θ_c, and for atoms whose excitation rate does not depend on the direction of the field

I = 4 cos²θ_c.

The deficit from 4 is 4 sin²θ_c = 7.2 × 10⁻⁵ in the example. For hard X-rays the polarization is unimportant here.

**(f) How does weak absorption in the mirror change the value at θ_c and h = 0?**

Let ε = 1 − s_c²(1 − ib), with b > 0. The wave equation in the mirror becomes

E'' + k_c²(x² − 1 + ib)E = 0.

At x = 1, k_z' = k_c√(ib) = k_c√(b/2)(1 + i). The root with positive imaginary part decays downward. From (b), the surface field is

t = 2k_z/(k_z + k_z') = 2/[1 + √(b/2)(1 + i)].

The squared modulus of the denominator is (1 + √(b/2))² + b/2 = 1 + √(2b) + b, so

I = 4/(1 + √(2b) + b).

The loss relative to 4 starts as √(2b), not as b. Without absorption the field at θ_c extends into the mirror with constant amplitude, so even weak absorption acts over a large depth.

To find b from the attenuation length L of the intensity in the bulk, use 1/L = 2k Im√ε ≈ k s_c²b = k_c²b/k. Thus b = k/(k_c²L). For L = 50 μm,

b = 50.68/(0.2146² × 50000) = 0.022,
I = 4/(1 + 0.210 + 0.022) = 3.25.

The greatest value at h = 0 is now 3.46, at x = 0.978. The peak is lower and has moved below θ_c. The two maxima of the 20 nm gap suffer less, because they lie further below θ_c: at the angles found in (d), I is 3.97 and 3.86.

**(g) Size the other departures from the ideal value at θ_c and h = 0, each taken alone with b = 0.**

*Beam divergence.* Take angles spread evenly over a full width of 0.1 mrad about θ_c. The half width in x is V = 0.05/4.234 = 0.0118. Averaging the leading terms of the cusp gives a mean deficit of 4V = 0.05 on the lower side and (16/3)√(2V) = 0.82 on the upper side. Half their sum is 0.43, which suggests I ≈ 3.57. The full formula gives 3.63. With absorption included as well, the average is 3.22, little below the 3.25 of absorption alone. Absorption has already rounded the cusp over |x² − 1| of order b = 0.022, comparable with 2V = 0.024.

*Bandwidth.* Since k_c is fixed, x is proportional to photon energy at fixed angle. A flat relative spread of 10⁻⁴ in full width lowers I to 3.974. The fringes themselves stay sharp: for the 20 nm gap the path difference 2h sin θ_c is 0.169 nm, against a coherence length of about 1240 nm.

*The layer's own refraction.* A sheet with N electrons per area at z = 0 makes E' jump by 4πr_eN E. At θ_c, E' = 0 below it, so just above

−ik_c(1 − r) = 4πr_eN t.

With 1 − r = 2 − t and g = 4πr_eN/k_c this becomes 2 − t = igt, hence t = 2/(1 + ig) and

I = 4/(1 + g²).

For N = 200 nm⁻², g = 0.033 and I = 3.996. This holds for a sheet of zero thickness. A thickness of a few tenths of a nanometre changes I by a similar amount, which can nearly cancel the deviation or reverse its sign. For a real layer, therefore, neither the sign nor the size of the deviation follows from this formula. The layer also absorbs, since that is what excites it. This replaces g by g − ig″, with g″ = knσ_a/k_c, so that I = 4/[(1 + g″)² + g²], a loss of first order in g″. For n = 8 nm⁻² and a hydrogenic estimate σ_a ≈ 1.25 × 10⁻⁶ nm² (K shell, Z = 25), g″ ≈ 0.0024 and I ≈ 3.977, a deficit about five times that from refraction. Refraction itself is of second order in g only at θ_c, h = 0 and b = 0. In general t = 2k_z/(k_z + k_z' + igk_c) at h = 0, and at x = 0.5 the same sheet lowers I from 1.000 to 0.945.

*A graded interface.* Let the laterally averaged density be ρΦ(−z/σ), where Φ is the cumulative normal distribution and φ its density. Measure lengths in 1/k_c and put s = k_cσ ≪ 1. At x = 1, E'' = −[1 − Φ(−z/σ)]E, with E = 1 and E' = 0 deep inside. Since 1 − Φ(−v) = Φ(v), with v = z/σ, a first integration gives E' ≈ −sG(v), where G = vΦ + φ. A second gives E(0) ≈ 1 − s²/4, because the integral of G from −∞ to 0 is 1/4. Moreover

d(E² + E'²)/dz = 2E'(E + E'') = 2E'(1 − Φ)E.

Its integral over the interface is −2s² times that of G(1 − Φ). The part vΦ(1 − Φ) is odd and drops out; φ(1 − Φ) integrates to 1/2. So E² + E'² falls from 1 to 1 − s². In vacuum at θ_c this quantity is four times the squared incident amplitude. At the mean plane, to leading order,

I ≈ 4(1 − s²/2)/(1 − s²) ≈ 4(1 + s²/2).

For σ = 0.5 nm, s = 0.107 and I = 4.023. The excess over 4 is no contradiction: the mean plane lies inside the graded material, where the vacuum bound |1 + r|² ≤ 4 does not apply. Lateral scattering by roughness is left out.

*Core size and emission.* A core radius of 0.002 nm gives 3(qa)²/10 = 2 × 10⁻⁷. Emission leaving along the normal interferes with its own reflection, of amplitude about s_c²/4. The detected intensity changes by at most about s_c²/2 = 9 × 10⁻⁶ at 10 keV; in the free-electron model this grows as the inverse square of the line energy.

**(h) Which real case do these numbers resemble, and how far does the factor four survive there?**

The mirror parameters are rough values for a germanium wafer at 10 keV. Here ρ is an effective value, below the full electron density, because the K electrons do not respond as if free at this energy. This energy lies below the germanium K edge, at roughly 11 keV, so the wafer's K shell is not excited. The layer is a model layer whose core edge lies below 10 keV; 200 electrons per nm² would be, for instance, 8 atoms per nm² with 25 electrons each. The divergence describes a well-collimated beam. At θ_c a beam 20 μm high has a footprint of 20 μm/sin θ_c = 4.7 mm. For the whole-footprint law of (a) the sample must be at least that long there, and longer at smaller angles.

Of the departures sized here the largest is absorption, which lowers the factor at θ_c from 4 to about 3.2; the assumed divergence changes that little. On the absorbing mirror the layer acts in first order and lowers 3.25 to about 3.23 by refraction, or 3.21 with its own absorption included. Taking 4 as the calibration factor would then underestimate the number of surface atoms by about a fifth. To keep the absorption loss below one per cent at θ_c, with the other idealizations in force, √(2b) must be below about 0.01, so b must be below about 5 × 10⁻⁵. A native oxide, a solid spacer in place of the vacuum gap, and excitation by electrons or scattered X-rays from the wafer are not included and would need their own estimates. The numerical output lists the values used here.

Calculated quantities

```
photon energy: 10 keV
wavelength: 0.12398 nm
wavenumber k: 50.677 1/nm
electron density (rough): 1300 1/nm^3
classical electron radius: 2.8179e-06 nm
kc: 0.21456 1/nm
critical angle: 4.234 mrad
critical angle: 0.2426 degree
fringe period at critical angle: 14.64 nm
ideal I at x=0.5: h=0: 1.0000, h=20 nm: 0.8283
ideal I at x=1.0: h=0: 4.0000, h=20 nm: 0.6688
ideal I at x=1.5: h=0: 1.3131, h=20 nm: 1.2994
ideal I at x=3.0: h=0: 1.0597, h=20 nm: 1.0490
kc*h for the gap: 4.291 rad
number of full maxima for the gap: 2
maximum m=0: x=0.2960, angle=1.253 mrad, ideal I=4.0000, with absorption=3.9729
maximum m=1: x=0.8579, angle=3.632 mrad, ideal I=4.0000, with absorption=3.8571
attenuation length (rough): 50 um
absorption ratio b: 0.022
I at h=0, critical angle, with absorption: 3.247
largest I at h=0 with absorption: 3.461
its position x: 0.9775
beam divergence, full width (rough): 0.1 mrad
I with divergence only: 3.629
I with divergence and absorption: 3.223
relative bandwidth, full width (rough): 0.0001
I with bandwidth only: 3.974
interface width sigma (rough): 0.5 nm
I with graded interface only: 4.023
layer electrons per area (rough): 200 1/nm^2
layer parameter g: 0.033
I with layer refraction only: 3.9956
p polarization: 4 - I: 7.17e-05
core orbital radius: 0.002 nm
relative interference loss by core size: 2.2e-07
path difference for the gap at critical angle: 0.169 nm
coherence length wavelength/bandwidth: 1.24e+03 nm
relative change of emission at normal exit, at most: 9e-06
beam height: 20 um
footprint length at critical angle: 4.72 mm
```
